\section*{Switching Delay of an Electrothermal Threshold Switch Near Its Voltage Fold}

\section{Definitions and conventions}

A thin film lies between two electrodes. At time $t=0$ a constant voltage $V$ is applied across it, with the film at the ambient temperature $T_0$. The film has one uniform temperature $T$, heat capacity $C$ and thermal resistance $R$ to the ambient. Its heat balance is
\begin{equation}
C\frac{dT}{dt}=P(V,T)-\frac{T-T_0}{R},\qquad \tau=RC,
\label{balance}
\end{equation}
where $P$ is the Joule power. I write $r(T,V)=dT/dt$ for the heating rate. The Boltzmann constant is $k$, the elementary charge is $e>0$, and engineering units are used because atomic units are unnatural for a device.

The conductance is thermally activated, with barrier $W$ and activation temperature $\theta=W/k$:
\begin{equation}
P=V^2G_0e^{-\theta/T}.
\label{power}
\end{equation}
Heating raises the conductance, and at fixed voltage this raises the heating. Below a threshold $V_{th}$ a cold steady state exists. At $V_{th}$ it merges with an unstable one and disappears; this merger is the fold. The overdrive is
\[
\delta=V-V_{th},\qquad \varepsilon=\delta/V_{th}.
\]
The delay $t_d$ is the time from $T_0$ to a fixed temperature $T_{end}$, above the fold temperature $T_c$ and below any hot steady state. The aim is its form as $\varepsilon\to0^+$.

\section{The simplest case: exponential heating}

Let the barrier be constant and $\theta\gg T_0$, so that a small temperature rise matters. Then
\[
-\frac{\theta}{T}\simeq-\frac{\theta}{T_0}+y,\qquad y=\frac{\theta(T-T_0)}{T_0^2}.
\]
Multiplying (\ref{balance}) by $R\theta/T_0^2$ gives
\begin{equation}
\tau\dot y=\lambda e^y-y,\qquad \lambda=\frac{R\theta}{T_0^2}V^2G_0e^{-\theta/T_0}.
\end{equation}
A fold requires a steady state, $\lambda e^y=y$, at which the rate is also stationary in temperature, $\lambda e^y=1$. Hence $y=1$ and $\lambda=1/e_N$, with $e_N=2.718\ldots$ the base of natural logarithms.

Since $\lambda\propto V^2$, just above threshold $\lambda\simeq(1+2\varepsilon)/e_N$. Put $y=1+z$:
\[
\tau\dot z\simeq(1+2\varepsilon)\left(1+z+\tfrac12z^2\right)-1-z
\simeq2\varepsilon+\tfrac12z^2.
\]
The omitted terms $2\varepsilon z$ and $z^3/6$ are smaller by a factor of order $\sqrt\varepsilon$, because the two retained terms balance at $z\sim\sqrt\varepsilon$. The passage is slow there, so the limits of integration may be extended:
\begin{equation}
t_d\simeq\tau\int_{-\infty}^{\infty}\frac{dz}{2\varepsilon+z^2/2}
=\frac{\pi\tau}{\sqrt{2\varepsilon\cdot\frac12}}
=\frac{\pi\tau}{\sqrt\varepsilon}.
\label{simple}
\end{equation}
This uses $\int_{-\infty}^{\infty}dx/(p+qx^2)=\pi/\sqrt{pq}$ for positive $p,q$. The inverse square root is the time needed to cross a bottleneck whose width and minimum speed both shrink with the overdrive.

\section{Full activated law with a constant barrier}

Now keep $e^{-\theta/T}$ in full. The fold conditions are
\[
P=\frac{T_c-T_0}{R},\qquad
\frac{\partial P}{\partial T}=\frac{\theta}{T_c^2}P=\frac1R .
\]
Divide the second by the first and write $\Delta T=T_c-T_0$:
\begin{equation}
\frac{\theta}{T_c^2}=\frac1{\Delta T}
\quad\Longrightarrow\quad T_c^2-\theta T_c+\theta T_0=0 .
\label{quadratic}
\end{equation}
The roots are
\begin{equation}
T_\pm=\frac\theta2(1\pm s),\qquad s=\sqrt{1-\frac{4T_0}{\theta}} .
\label{roots}
\end{equation}
A fold exists if $\theta>4T_0$. To identify the cold one, follow the steady curve,
\[
\ln(RG_0V^2)=\ln(T-T_0)+\frac\theta T .
\]
The derivative of its right side is $1/(T-T_0)-\theta/T^2$. It is positive from $T_0$ to $T_-$, negative from $T_-$ to $T_+$, and positive beyond. The cold branch therefore ends at the maximum $T_c=T_-$. A hot branch begins at $T_+$.

The curvature of the power follows from two derivatives of (\ref{power}):
\[
\frac{\partial^2P}{\partial T^2}
=P\left(\frac{\theta^2}{T^4}-\frac{2\theta}{T^3}\right).
\]
At the fold, $P=\Delta T/R$ and $\theta/T_c^2=1/\Delta T$, so
\[
\frac{\partial^2P}{\partial T^2}
=\frac{\Delta T}{R}\left(\frac1{\Delta T^2}-\frac2{T_c\Delta T}\right)
=\frac1{R\Delta T}\left(1-\frac{2\Delta T}{T_c}\right).
\]
By (\ref{quadratic}) and (\ref{roots}), $\Delta T/T_c=T_c/\theta=(1-s)/2$. The last bracket is thus $s$, which is positive. With $x=T-T_c$,
\begin{equation}
r\simeq a\delta+bx^2,\qquad b=\frac1{2C}\frac{\partial^2P}{\partial T^2}
=\frac{s}{2\tau\Delta T}.
\label{normal}
\end{equation}
For a constant barrier $P\propto V^2$, hence
\[
a=\frac1C\frac{\partial P}{\partial V}=\frac{2P}{CV_{th}}
=\frac{2\Delta T}{\tau V_{th}},\qquad ab\,\delta=\frac{s\varepsilon}{\tau^2}.
\]
The bottleneck integral gives
\begin{equation}
t_d\simeq\frac{\pi}{\sqrt{ab\,\delta}}
=\pi\tau\left(1-\frac{4T_0}{\theta}\right)^{-1/4}\varepsilon^{-1/2}.
\label{constant}
\end{equation}

Two limits check this stage. For $\theta\gg T_0$, $s\to1$ and (\ref{simple}) returns. For $\theta\to4T_0$ the two folds merge, $b\to0$, and the prefactor diverges. The quadratic expansion then fails, since the cubic term takes over; the law needs $s$ to stay away from zero as $\varepsilon\to0$.

\section{A barrier lowered by the field}

If the carriers are released from charged centres, the field also lowers the barrier. A carrier at distance $x'$ from a charged centre, in a field $F=V/d$, has potential energy
\[
U=-\frac{e^2}{4\pi\epsilon x'}-eFx',\qquad \epsilon=\epsilon_0\epsilon_r .
\]
Setting $dU/dx'=0$ gives $x'^2=e/(4\pi\epsilon F)$. The two terms are equal there, and the maximum lies below zero by
\begin{equation}
\phi=2eFx'=\sqrt{\frac{e^3V}{\pi\epsilon_0\epsilon_rd}} .
\end{equation}
This is the Poole--Frenkel lowering. It holds for escape along the field; in other directions the lowering is smaller. The model applies it to all carriers, so the barrier is now $W(V)=E_A-\phi(V)$.

At fixed $V$ the temperature dependence is unchanged. Equations (\ref{quadratic}), (\ref{roots}) and the value of $b$ therefore hold with $\theta=W(V_{th})/k$. The threshold itself solves
\begin{equation}
V_{th}^2G_0e^{-\theta/T_c}=\frac{T_c-T_0}{R},
\label{threshold}
\end{equation}
in which $\theta$ and $T_c$ depend on $V_{th}$. What changes is the response to voltage. Since $\phi\propto\sqrt V$, $V\,d\phi/dV=\phi/2$, and
\begin{equation}
m\equiv\frac{\partial\ln P}{\partial\ln V}=2+\frac{\phi}{2kT_c},
\qquad a=\frac{mP}{CV_{th}}=\frac{m\Delta T}{\tau V_{th}} .
\label{m}
\end{equation}
Now $ab\,\delta=ms\varepsilon/(2\tau^2)$, so
\begin{equation}
\boxed{\;t_d\simeq A\,\varepsilon^{-1/2},\qquad
A=\pi\tau\sqrt{\frac{2}{ms}}\;}
\label{result}
\end{equation}
or $t_d\simeq A\sqrt{V_{th}}\,(V-V_{th})^{-1/2}$. For $\phi=0$, $m=2$ and (\ref{constant}) returns.

No second bottleneck interrupts the passage. At $V=V_{th}$ the sign of $r$ is that of
\[
h(T)=\ln(RG_0V_{th}^2)-\frac\theta T-\ln(T-T_0),
\]
whose derivative is negative up to $T_c$, positive up to $T_+$, and negative beyond. Hence $h\ge0$ from $T_0$ to the hot steady state, with its one zero in that range at $T_c$. A larger $V$ raises $P$ at every $T$, so $r>0$ throughout.

Below threshold $\delta<0$, and (\ref{normal}) has a stable zero at
\begin{equation}
T_c-T=\sqrt{a|\delta|/b}.
\label{below}
\end{equation}
The film stops there and does not switch within this noiseless model.

\section{The constant term and the remainder}

To see when (\ref{result}) is accurate, keep more terms:
\[
r=a\delta+bx^2+cx^3+g\delta x+\cdots .
\]
Let $D_0=a\delta+bx^2$. Expanding $1/r$ to first order in the extra terms gives $-(cx^3+g\delta x)/D_0^2$. This is odd in $x$ and integrates to zero over $|x|<X$, so no $\ln\varepsilon$ appears. I take $X=\Delta T$, which puts the lower end at $T_0$, and assume $T_{end}>T_c+X$. The main term gives
\[
\int_{-X}^{X}\frac{dx}{D_0}
=\frac{2}{\sqrt{ab\delta}}\arctan\!\left(X\sqrt{\frac{b}{a\delta}}\right)
=\frac{\pi}{\sqrt{ab\delta}}-\frac{2}{bX}+O(\delta),
\]
by $\arctan u=\pi/2-1/u+O(u^{-3})$. What remains has a finite limit, which can be evaluated at threshold. With $r_0(x)=r(T_c+x,V_{th})$,
\begin{equation}
B=\int_0^X\!\left[\frac1{r_0(x)}+\frac1{r_0(-x)}-\frac2{bx^2}\right]dx
-\frac2{bX}+\int_{T_c+X}^{T_{end}}\frac{dT}{r(T,V_{th})}.
\end{equation}
The second-order terms, such as $c^2x^6/D_0^3$, differ from their threshold values by order one over a range $|x|\sim\sqrt\delta$. They contribute $O(\sqrt\delta)$. A term such as $\delta x^2/D_0^2$ also integrates to $O(\sqrt\delta)$. Therefore
\begin{equation}
t_d=A\varepsilon^{-1/2}+B+O(\varepsilon^{1/2}).
\label{twoterm}
\end{equation}
The choice of $T_{end}$ enters $B$ but not $A$.

\section{Worked example: a nanoscale oxide selector}

The film is 20 nm thick and 50 nm by 50 nm wide. Its other round parameters are $E_A=0.40$ eV, $\epsilon_r=10$, conductivity prefactor 1000 S/cm, $R=5\times10^6$ K/W, volumetric heat capacity 3.0 J/(cm$^3$\,K), $T_0=300$ K and $T_{end}=500$ K. Area over thickness gives $G_0=0.0125$ S; volume gives $C=1.5\times10^{-16}$ J/K; hence $\tau=0.75$ ns.

Solving (\ref{threshold}) gives $V_{th}=1.109$ V. The lowering is 0.1787 eV, which leaves a barrier of 0.2213 eV and $\theta=2567.8$ K. Then
\begin{align*}
s&=\sqrt{1-1200/2567.8}=0.730,\\
T_c&=\tfrac12(2567.8)(1-0.72984)\ \mathrm K=346.9\ \mathrm K,\\
m&=2+\frac{0.1787}{2k(346.9\ \mathrm K)}=4.99,\\
A&=\pi(0.75\ \mathrm{ns})\sqrt{\frac{2}{4.99\times0.730}}=1.75\ \mathrm{ns}.
\end{align*}
In volts, $t_d\simeq1.84\ \mathrm{ns\,V^{1/2}}/\sqrt{V-V_{th}}$. At the fold the film dissipates 9.37 $\mu$W and carries 8.45 $\mu$A. The hot steady state of this load-free model lies near $7\times10^4$ K, which is unphysical: the model describes the onset of switching, not the on state. Maximizing the voltage along the steady curve, without using the fold formulas, gives the same threshold to the five decimals printed.

The constant is $B=-2.85$ ns. Integration of the full equation (\ref{balance}) gives these delays in ns:
\begin{center}
\begin{tabular}{cccc}
$\varepsilon$ & full & $A\varepsilon^{-1/2}$ & with $B$\\
$10^{-1}$ & 2.668 & 5.522 & 2.675\\
$10^{-2}$ & 14.51 & 17.46 & 14.61\\
$10^{-3}$ & 52.33 & 55.22 & 52.37\\
$10^{-4}$ & 171.75 & 174.61 & 171.76
\end{tabular}
\end{center}
At 1\% overdrive the leading term exceeds the full delay by 20\%, and at 10\% it is about twice the full delay. The two-term law is 0.7\% above the full delay at 1\%. Its closer agreement at 10\% should not be read as convergence: scaling the remainder at $10^{-4}$ by $\sqrt\varepsilon$ would predict an error near 0.5 ns there, so higher terms must largely cancel it. Between $10^{-4}$ and $10^{-6}$ the remainder falls by a factor 9.7, against 10 for a pure $\sqrt\varepsilon$ term, and the mean exponent of the delay is $-0.503$.

The bottleneck has half-width $w=\sqrt{a\delta/b}$. Because $\arctan1=\pi/4$, the time within $|x|<w$ is half the leading delay. At $\varepsilon=10^{-4}$, $w=1.73$ K and this time is 87.3 ns, half of 174.6 ns. By contrast, moving $T_{end}$ from 450 to 600 K adds 0.40 ns. Below threshold, at $\varepsilon=-10^{-6}$, the steady state lies 0.17300 K under $T_c$; (\ref{below}) gives 0.17325 K.

With the field lowering removed and all else fixed, $V_{th}=25.3$ V and $T_c=322.4$ K. Then $s=1-2(22.39)/322.39=0.861$, and (\ref{constant}) gives $A=\pi(0.75\ \mathrm{ns})/\sqrt{0.861}=2.54$ ns. At $\varepsilon=10^{-4}$ the full and two-term delays are 251.423 and 251.426 ns. This is a check of the mathematics: such a voltage means a field near 13 MV/cm, which I would not expect an oxide film to survive.

\section{What the model leaves out}

\paragraph{Ambient temperature.} As $T_0$ changes, the fold keeps $r=0$ and $\partial r/\partial T=0$. The total change of $r$ is then $a\,dV_{th}+dT_0/\tau=0$, so
\[
\frac{dV_{th}}{dT_0}=-\frac1{a\tau}=-\frac{V_{th}}{m\Delta T}
=-4.74\ \mathrm{mV/K}.
\]
One kelvin shifts the threshold by 0.43\%, a large part of a 1\% overdrive.

\paragraph{Tunnelling.} A carrier may gain less thermal energy and tunnel through the last part $u$ of a triangular barrier. The Boltzmann gain minus the WKB cost is
\[
\frac{u}{kT}-\frac{4\sqrt{2m_e}\,u^{3/2}}{3\hbar eF}.
\]
It is largest at $u=(\hbar eF)^2/(8m_ek^2T^2)$. The cost is then two thirds of the gain, leaving $u/(3kT)=(\hbar eF)^2/[24m_e(kT)^3]$. With the free electron mass this exponent is 0.37 at the fold. Multiplying $P$ by its exponential and finding the fold again lowers $V_{th}$ by about 6\%. The exponent varies as the inverse of the tunnelling mass, which in oxides is often below the free one; at 0.3 of the free mass it is 1.2, and the same estimate lowers $V_{th}$ by about 15\%. This is only a rough size: the barrier of a charged centre is rounded at its top, not triangular, and an exponent below one is too small for the largest term alone to be accurate.

\paragraph{Temperature profile.} Uniform heating of a slab with thermal conductivity $\kappa$ obeys $\kappa T''=-P/(Ld)$, where $L$ is the area. The centre is hotter than the surfaces by $Pd/(8\kappa L)=9.4$ K for $\kappa=1$ W/(m\,K), or 20\% of $\Delta T$. Most of the thermal resistance is taken to lie at the interfaces, so the slowest symmetric mode that changes this profile (symmetric heating does not excite the odd mode, which is about three times slower) is close to the one without surface flux, $\cos(2\pi z/d)$, with $z$ measured from the centre. It relaxes in $d^2/(4\pi^2D)=0.03$ ns, with $D$ the thermal diffusivity, so the profile follows the slow passage. Its effect on $V_{th}$ and $A$ was not computed.

\paragraph{Filaments.} A lateral disturbance $\cos(\pi y'/\ell)$, with $\ell$ the film width, grows at the rate $\partial r/\partial T-D(\pi/\ell)^2$. The damping is 1.32 ns$^{-1}$, while $\partial r/\partial T=0$ at the fold. At $V_{th}$ growth begins above 399 K. The bottleneck is thus crossed uniformly in this model, but the last part of the switching may not be.

\paragraph{Noise.} Equilibrium temperature fluctuations have variance $kT^2/C$, here $(0.105\ \mathrm K)^2$. Relaxation at rate $1/\tau$ with diffusion constant $K$ has variance $K\tau$, so $K=kT^2/(C\tau)$. Diffusion across $x$ takes about $x^2/K$ and drift about $1/(bx)$; they match at $x^3=K/b$. Noise therefore changes the mean delay appreciably once $a\delta\lesssim bx^2=b^{1/3}K^{2/3}$, or $\varepsilon\lesssim4\times10^{-5}$. This order of magnitude assumes equilibrium noise in a heated film. Single delays scatter earlier. A small kick $\delta x$ shifts the arrival by $\delta x/r$, so for weak noise the variance of the delay is $2K\int dx/(a\delta+bx^2)^3$. The standard deviation is then about 5\% of the delay at $\varepsilon=10^{-3}$ and a quarter of it at $10^{-4}$. These are lower bounds, because current noise also modulates the Joule heat. Full shot noise, with each electron depositing $eV$, would add $(I/2e)(eV/C)^2\approx2.5K$ to $K$ and raise the scatter at $10^{-3}$ to about 9\%; a suppressed shot noise adds less. The row at $10^{-4}$ is thus a noiseless value, not what one pulse would show, and $10^{-6}$ tests only the deterministic equation.

\paragraph{Comparison with real selectors.} The field of 0.55 MV/cm is below the few MV/cm at which good oxide films roughly break down. The conductivity prefactor is high for a disordered oxide and acts as a fitting parameter. The barrier lowering is that of an isolated centre, with the barrier top at $x'=1.6$ nm. It needs centres more than about 3 nm apart, which is doubtful if so high a prefactor comes from a dense set of centres. A fast escape also calls for the optical permittivity, usually smaller than the static one, which would lower $V_{th}$. The full lowering also applies only along the field. Averaging over directions, with lowering $\phi\sqrt{\cos\vartheta}$ in the forward half-space and none in the backward one, replaces $e^{\eta}$ by $[1+(\eta-1)e^{\eta}]/\eta^2+\tfrac12$, where $\eta=\phi/kT$. With the same parameters this raises $V_{th}$ to about 1.66 V, while $A$ changes only to about 1.72 ns. With heat leaving through both faces, $R=R_i/(2L)+d/(12\kappa L)+R_s$. Here $R_i$ is the interface resistance for unit area, the second term is the mean excess of the parabolic profile over the surfaces per unit power, and $R_s$ is the spreading resistance of the electrodes. For a flat disc of area $L$ and radius $\rho$ between two half-spaces of conductivity $\kappa_e=20$ W/(m\,K), $R_s=1/(8\kappa_e\rho)$, which is 4.4\% of $R$; the cruder hemispherical form $1/(4\pi\kappa_e\rho)$ gives 2.8\%. Either way $R_i=2.1\times10^{-8}$ m$^2$K/W, on the high side; a smaller one would shorten $\tau$ and raise $V_{th}$. Real circuits also have a series load: 1 k$\Omega$ raises the threshold of the source voltage by 0.8\%, so overdrive must be counted from the shifted value. The load also weakens the feedback, which lengthens the delay at a given relative overdrive by about 5\%. Heat stored in the electrodes, contact barriers and the finite rise time of the pulse are omitted. In this example the local slope $d\ln t_d/d\ln\varepsilon$ is about $-0.97$ at 10\%, $-0.60$ at 1\% and $-0.53$ at 0.1\% overdrive. It nears $-\tfrac12$ only where noise and ambient drift matter, so a steeper measured slope does not exclude a fold. A measured inverse square root would support a fold, but not by itself a thermal one, since the bottleneck integral needs only the form (\ref{normal}). The remaining values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
film 20 nm, width 50 nm, eps_r 10
activation energy 0.40 eV, sigma0 1000 S/cm
ambient 300 K, end temperature 500 K
thermal resistance 5.00e+06 K/W
volumetric heat capacity 3.0 J/(cm3 K)
conductance prefactor G0 1.2500e-02 S
heat capacity 1.500e-16 J/K, tau 0.7500 ns
threshold voltage 1.10915 V (as maximum: 1.10915 V)
field at threshold 0.5546 MV/cm
barrier lowering 0.1787 eV
remaining barrier 0.2213 eV, theta 2567.8 K
fold temperature 346.852 K, rise 46.852 K
s 0.72984, m 4.98978 (dimensionless)
power at fold 9.370 uW, current 8.448 uA
device resistance at fold 131.29 kohm
a 281.0344 K/(ns V) (finite difference 281.0345)
b 0.010385 1/(K ns) (finite difference 0.010385)
gap below fold at eps=-1e-6: 0.17300 K, law 0.17325 K
prefactor A 1.74611 ns, A/tau 2.3281
prefactor for V-V_th in volts 1.83893 ns V^(1/2)
constant B -2.84662 ns
overdrive: full delay, one term, two terms (ns)
  1e-01: 2.6683, 5.5217, 2.6751
  1e-02: 14.5128, 17.4611, 14.6144
  1e-03: 52.3264, 55.2167, 52.3701
  1e-04: 171.7490, 174.6107, 171.7640
  1e-06: 1743.2584, 1746.1066, 1743.2600
remainder ratio eps 1e-4 to 1e-6: 9.686
mean exponent between eps 1e-4 and 1e-6: -0.50323
eps 1e-4: delay to 600 K minus delay to 450 K 0.4015 ns
eps 1e-4: half-width 1.7325 K, time within it 87.298 ns
no lowering: V_th 25.328 V, T_c 322.39 K, A 2.5391 ns
no lowering, eps 1e-4: full 251.423 ns, two terms 251.426 ns
ambient drift -4.744 mV/K (finite difference -4.744)
neglected effects:
load 1 kohm: threshold shift 0.783 %
device resistance at end temperature 13.60 kohm
tunnelling exponent at fold 0.366 (free mass)
threshold shift by tunnelling -6.16 %
film conductivity 1, electrode 20 W/(m K)
centre-to-surface drop in film 9.37 K
film profile relaxation time 0.0304 ns
electrode share of thermal resistance 2.82 %
interface resistance implied 2.10e-08 m2 K/W
lateral damping 1.316 1/ns, filament possible above 398.9 K
rms temperature noise 0.1052 K
overdrive where noise rounds the fold 4.21e-05
\end{verbatim}
